Mean energy of nondegenerate electrons crossing a ballistic plane

**Problem**

Electrons pass from a source contact to a drain contact over a potential barrier. They do not scatter on the way, and both contacts are at temperature T. A plane is placed at the top of the barrier, normal to the transport direction x. The band edge at this plane lies several kT above both Fermi levels, so the electrons there are nondegenerate. The band is parabolic with mass m. Every electron that reaches the plane with energy above the edge gets across, and none crosses below it.

(a) Estimate by scaling the mean energy, measured from the band edge at the plane, that a crossing electron carries, for motion in d = 1, 2 and 3 dimensions.

(b) Find this mean energy exactly and compare it with the estimate.

(c) Apply the result to a film 8 nm thick with m = 0.05 m₀ at 300 K, with the barrier top 0.10 eV above the source Fermi level and a drain bias of 0.5 V. Find the current and the power carried above the edge, and estimate how much the effects left out change the mean energy.

In one and two dimensions, "band edge" means the bottom of the single occupied subband, so the confinement energy is not counted. The mean is taken per transferred electron: it is the energy flux divided by the particle flux.

**First estimate by scaling**

In a parabolic band E = ħ²k²/2m there is no characteristic energy. Nondegenerate filling supplies one, kT; the Fermi level enters as a common factor and drops out of every mean. Therefore

⟨E⟩ = c_d kT,

with c_d a pure number. To guess it, take the electrons found near the plane as representative of those that cross it. Each quadratic term of the energy then has the mean kT/2, and

⟨E⟩ ≈ d kT/2.

At 300 K, where kT = 25.9 meV, this gives 12.9, 25.9 and 38.8 meV for d = 1, 2 and 3. The guess should be low, because a fast electron reaches the plane from farther away than a slow one in the same time and so is counted more often.

**Exact solution**

*Weight of each electron.* During a short time dt, an electron with velocity component v_x > 0 crosses the plane if it starts within the distance v_x dt behind it. The number crossing from a small region of k-space is thus proportional to v_x f dᵈk, where f is the occupation. Hence

⟨E⟩ = ∫ v_x E f dᵈk / ∫ v_x f dᵈk, with v_x > 0.

*Occupation.* Without scattering, an electron keeps its total energy, and the occupation is constant along its path. Since the plane is at the highest point of the barrier, the electrons there with v_x > 0 came from the source. Measure E and the source Fermi level μ_S from the edge at the plane. Several kT above the Fermi level, the Fermi-Dirac function becomes

f = exp[(μ_S − E)/kT].

The factor exp(μ_S/kT) is common to both integrals and cancels.

*Longitudinal part.* Write E = E_x + E_t, with E_x = ħ²k_x²/2m and E_t the energy of transverse motion. From v_x = (1/ħ) dE_x/dk_x,

v_x dk_x = dE_x/ħ.

The velocity has cancelled the one-dimensional density of states. The longitudinal energy of crossing electrons is therefore distributed as exp(−E_x/kT), with no further factor, and

⟨E_x⟩ = ∫₀^∞ E_x exp(−E_x/kT) dE_x / ∫₀^∞ exp(−E_x/kT) dE_x
= (kT)²/kT = kT.

*Transverse part.* The weight v_x does not contain the transverse wave vectors. Each of them keeps its Gaussian distribution. With A = ħ²/(2m kT),

⟨ħ²k_y²/2m⟩ = kT ∫ A k_y² exp(−A k_y²) dk_y / ∫ exp(−A k_y²) dk_y = kT/2,

because ∫ k_y² exp(−A k_y²) dk_y = (1/2A) ∫ exp(−A k_y²) dk_y, by one integration by parts. There are d − 1 such directions, so

⟨E⟩ = kT + (d − 1) kT/2 = (d + 1) kT/2.

This is kT in one dimension, 3kT/2 in two and 2kT in three.

*The same result from modes.* A channel of width W with periodic edges has transverse wave vectors spaced by 2π/W. The number with transverse energy below E is

M(E) = 2k W/2π ∝ E^(1/2) in two dimensions,
M(E) = πk² W²/(2π)² ∝ E in three,

where k = √(2mE)/ħ. In one dimension M = 1. Each open mode carries the particle flux (1/2π) v_x dk_x = dE/h per spin, times the occupation. With p = (d − 1)/2 and t = E/kT,

⟨E⟩/kT = ∫₀^∞ t^(p+1) e^(−t) dt / ∫₀^∞ t^p e^(−t) dt = Γ(p+2)/Γ(p+1) = p + 1 = (d + 1)/2.

This form shows what decides the dimension: the number of transverse modes within a few kT of the edge. With the example's mass and temperature, summing over the discrete modes for periodic edges gives 1.0000 kT for a strip 8 nm wide and 1.5000 kT for one 1000 nm wide. A cross-section of 1000 nm by 1000 nm gives 2.0000 kT.

*Two contacts.* Electrons with v_x < 0 come from the drain, whose Fermi level is μ_D = μ_S − qV. At each energy the net flux is proportional to

M(E) exp(−E/kT) [exp(μ_S/kT) − exp(μ_D/kT)].

The bracket does not depend on E, so it cancels from the ratio of net energy flux to net particle flux. The mean per transferred electron is (d + 1)kT/2 at any nonzero bias, small or large. At zero bias both net fluxes vanish and their ratio is undefined, although each one-way stream still has this mean.

*Unequal masses.* Let the band be an ellipsoid, E = (ħ²/2) k·Bk, where B is the inverse-mass matrix, with axes tilted to the plane. Define κ = B^(1/2) k. Then E = ħ²κ²/2 is isotropic in κ, and

v_x = ħ x̂·Bk = ħ (B^(1/2) x̂)·κ.

The velocity is a constant times the component of κ along one fixed direction. The constant and the Jacobian of the substitution cancel from the ratio, and the integral for an isotropic band remains. Anisotropy changes the current but not the mean energy. A tilted ellipsoid with principal inverse masses in the ratio 1 : 1 : 0.2, integrated on a grid, gives 2.0000 kT.

**Comparison of the two**

The estimate is low by kT/2 in every dimension. Relative to the exact value this is an error of 50 % in one dimension, 33 % in two and 25 % in three. The whole error lies in the longitudinal part: the electrons present have kT/2 in that direction, those crossing have kT.

A count of particles shows the difference directly. A million particles per dimension were given random positions and thermal velocities, and those that passed a plane in a fixed time were selected. Their mean energies were 0.995 ± 0.004, 1.501 ± 0.005 and 1.997 ± 0.006 in units of kT, where the ranges are one standard error.

Scaling gives the exact coefficient if it is applied to the flux instead of the density. Let β = 1/kT and

J(β) = ∫ v_x exp(−βE) dᵈk, with v_x > 0.

Differentiating with respect to β brings down a factor −E, so ⟨E⟩ = −d ln J/dβ. Under the substitution k = β^(−1/2) k′ the exponent no longer contains β, the volume element gives β^(−d/2), and the velocity gives β^(−1/2). Thus

J ∝ β^(−(d+1)/2), and ⟨E⟩ = (d + 1)/(2β).

The density lacks the velocity factor. It scales as β^(−d/2), which gives d kT/2. The missing kT/2 is the contribution of that one power of velocity.

The argument extends to an isotropic band E ∝ k^s with s ≥ 1. Now k scales as β^(−1/s) and v_x, which is proportional to E/k, as β^(−1+1/s). Hence

J ∝ β^(−d/s − 1 + 1/s), and ⟨E⟩ = [1 + (d − 1)/s] kT.

The electrons present have the mean d kT/s, so the two differ by (1 − 1/s)kT. For s = 2 the difference is kT/2, as found. For a linear band, s = 1, it is zero: all electrons have the same speed, and crossing selects them by direction but not by energy. In one dimension the flux mean is kT for every s, because v_x dk_x = dE/ħ and the band rises without an upper limit. A band that ends within a few kT of its lower edge gives less.

**Application to a film**

The film has d = 2, so each electron carries 1.5 × 25.85 = 38.8 meV above the subband edge. In a wire it would be 25.9 meV and in a bulk channel 51.7 meV.

The current follows from the density and the mean forward velocity. Let η = μ_S/kT = −0.10/0.02585 = −3.87, so that exp(η) = 0.0209. If both directions were filled from the source, the density at the plane would be

N = 2 ∫ f d²k/(2π)² = [m kT/(πħ²)] exp(η) = 1.13 × 10¹⁰ cm⁻².

Half of these electrons move forward. Their mean velocity is

v = ∫₀^∞ v_x exp(−m v_x²/2kT) dv_x / ∫₀^∞ exp(−m v_x²/2kT) dv_x
= (kT/m) / [½ √(2πkT/m)] = √(2kT/πm) = 2.41 × 10⁷ cm/s.

The reverse current from the drain is smaller by exp(−qV/kT) = exp(−19.3) and can be dropped. The current per width is

I/W = q (N/2) v = 1.602 × 10⁻¹⁹ × 0.564 × 10¹⁰ × 2.406 × 10⁷ = 0.0217 A/cm = 2.17 µA/µm.

It carries the power 2.17 µA/µm × 0.0388 V = 0.084 µW/µm above the subband edge. Measured from the source Fermi level, each electron takes away 0.10 + 0.0388 = 0.139 eV. If it is replaced at the Fermi level, this energy is drawn from the source as heat.

**Where the result shifts**

*Degeneracy.* At large bias, expand the source occupation in z = exp(η):

f = z e^(−t) − z² e^(−2t) + …

Since ∫₀^∞ t^p e^(−2t) dt = Γ(p+1)/2^(p+1), the ratio of the two fluxes is

⟨E⟩/kT = (p + 1)(1 − z/2^(p+2))/(1 − z/2^(p+1)) ≈ (p + 1)(1 + z/2^(p+2)).

The mean rises because exclusion removes proportionally more electrons near the edge. With z = 0.0209 the shifts are +0.5, +0.4 and +0.3 % for d = 1, 2 and 3.

*Nonparabolicity.* Let E(1 + αE) = ħ²k²/2m with α = 1.2 eV⁻¹. Because M ∝ k^(d−1), one dimension is unaffected. In three dimensions M ∝ E(1 + αE), and with a = αkT = 0.031,

⟨E⟩/kT = ∫₀^∞ t²(1 + at) e^(−t) dt / ∫₀^∞ t(1 + at) e^(−t) dt = (2 + 6a)/(1 + 2a),

which is 2.9 % above 2. For the film, with energy counted from the subband edge, the shift is +1.2 %.

*Higher subbands.* With hard walls a distance L = 8 nm apart and the nonparabolic band above, the edge E_n of the nth film subband satisfies E_n(1 + αE_n) = n²C, where C = ħ²π²/(2mL²) = 0.118 eV. This gives E₁ = 0.104 eV and E₂ = 0.335 eV. The second subband thus lies 0.231 eV above the first and raises the mean by 0.1 %. Confinement also raises the mass at the first subband edge by the factor 1 + 2αE₁ = 1.25. At the same barrier height, the film current is then about 14 % above the parabolic value found earlier. In a square wire of side 8 nm, n² is replaced by a sum of two squares, which is 2 for the lowest subband and 5 for the next two; these lie Δ = 0.207 eV up. Their share of the flux is nearly 2 exp(−Δ/kT), each of their electrons carries Δ more, and the mean rises by 0.5 % of kT.

*Tunnelling.* Let the barrier top be an inverted parabola, −½mω²x², that falls by kT within ℓ = 10 nm:

½mω²ℓ² = kT, so ħω = (ħ/ℓ) √(2kT/m) = 28.1 meV.

With ξ = x√(mω/ħ) and ε = E_x/ħω, the wave equation is ψ″ + (ξ² + 2ε)ψ = 0. Far to the right, the transmitted wave is τ ξ^(iε−1/2) exp(iξ²/2). Continue it to negative ξ along a large half circle in the upper half plane, ξ → |ξ|e^(iπ). In the first quadrant this exponential is the smaller of the two asymptotic solutions, and the larger one, with exp(−iξ²/2), is absent, so nothing is added to its coefficient. In the second quadrant it is the larger one, and the coefficient of the larger solution is not altered by the smaller. The coefficient therefore carries over unchanged. On the left it is the reflected wave, with amplitude

|r| = |τ| |e^(iπ(iε−1/2))| = |τ| e^(−πε).

Since |r|² + |τ|² = 1, the transmission is

|τ|² = 1/[1 + exp(−2πE_x/ħω)].

Numerical solution of the wave equation at ε = −0.1, 0 and 0.2 agrees with this to within 0.003.

The longitudinal flux is now Z(β) = ∫ exp(−βE_x)|τ|² dE_x over all E_x. Substitute w = |τ|² and let σ = βħω/2π:

Z = (ħω/2π) ∫₀¹ w^(−σ) (1 − w)^(σ−1) dw = (ħω/2π) Γ(1 − σ)Γ(σ) = (ħω/2)/sin(βħω/2).

This requires σ < 1, that is, ħω < 2πkT; otherwise the integral diverges at deep energies and the parabola cannot stand for the barrier. The mean is

⟨E_x⟩ = −d ln Z/dβ = (ħω/2) cot(ħω/2kT).

For ħω much less than kT it returns to kT. Here ħω/2kT = 0.543 and ⟨E_x⟩ = 0.900 kT. The transverse part is unchanged, so the total falls by 10 % in one dimension, 6.7 % in two and 5.0 % in three. The band-edge mass was used. Confinement raises the mass in a nonparabolic film or wire, which weakens tunnelling there: with the factor 1.25 found above for the film, its shift is −5.3 % instead of −6.7 %.

*Backscattering.* Let F₊ and F₋ be the forward and backward fluxes, exchanged elastically with mean free path λ:

dF₊/dx = dF₋/dx = −(F₊ − F₋)/λ.

The net flux F = F₊ − F₋ is constant. If nothing returns from beyond the layer ℓ, then F₊(ℓ) = F, and F₊(0) = F + Fℓ/λ. The transmission is λ/(λ + ℓ). The density is (F₊ + F₋)/v, with gradient (2/v) dF₊/dx, so F = −(λv/2) dn/dx and the diffusion coefficient is D = λv/2. For a mobility of 2000 cm²/Vs, D = 2000 × 0.02585 = 51.7 cm²/s, and

λ = 2D/v = 43 nm, λ/(λ + ℓ) = 0.81.

This model treats the layer as flat, and within it a λ that is the same at all energies cancels from the mean. The band edge in fact falls across the layer. An electron scattered after a drop U returns only if its longitudinal energy exceeds U, which in two and three dimensions is less likely for a slow electron. A constant λ then lowers the mean: for the film, with isotropic elastic scattering in the parabola above, by about 1.5 % if scattering is confined to ℓ and by about 5 % if it extends over 3ℓ. As a trial, let λ grow in proportion to E, with the flux average kept at 43 nm. The mean then rises by 24 % in one dimension, 16 % in two and 11 % in three, with the same mobility assumed in each. These are the largest shifts found for ℓ = 10 nm, although 81 % of the electrons would pass at the average λ. Under this law, in a flat layer, λ vanishes at the edge, so the slowest electrons are turned back most often. In the falling potential they speed up, and if λ follows the local kinetic energy the shift for the film is about 8 % instead of 16 %.

**Beside a real transistor**

The parameters are rough, round values for a transistor with a light electron mass, below threshold. With ℓ = 10 nm the parabola reaches the source Fermi level 20 nm from the top, so the barrier is not a very short one. A higher barrier would lower the current of 2.2 µA/µm and reduce the degeneracy shift further. Real devices break the assumption of a sharp switch from zero to full transmission at the edge. For the film with ℓ = 10 nm, tunnelling alone moves 38.8 meV down by 5 to 7 %, depending on the mass used. This shift grows roughly as 1/ℓ² and reaches 22 to 28 % at ℓ = 5 nm. Backscattering with the trial law in a flat layer moves the mean up by about 16 %. Their joint effect was not calculated, and the backscattering figure depends on the assumed energy dependence and on the neglect of the field in the layer. The choice of plane matters too: past the barrier top, the falling band edge adds its drop to the energy of each electron, and the mean above the local edge is no longer (d + 1)kT/2.

The numerical output below lists the values for all three dimensions.

Numbers as computed

```
temperature 300 K, kT = 25.85 meV
mass 0.05 m0, alpha 1.2 1/eV
barrier above source Fermi level 0.10 eV
eta = -3.868, exp(eta) = 0.0209
drain bias 0.5 V, thickness 8 nm
kT layer 10 nm, mobility 2000 cm2/Vs
1D flux mean 1.0000 kT = 25.9 meV
1D mean of electrons present 0.5000 kT = 12.9 meV
1D random gas, crossing mean 0.995 +- 0.004 kT
2D flux mean 1.5000 kT = 38.8 meV
2D mean of electrons present 1.0000 kT = 25.9 meV
2D random gas, crossing mean 1.501 +- 0.005 kT
3D flux mean 2.0000 kT = 51.7 meV
3D mean of electrons present 1.5000 kT = 38.8 meV
3D random gas, crossing mean 1.997 +- 0.006 kT
tilted ellipsoid, 3D flux mean 2.0000 kT
mode sum, width 8 nm: 1.0000 kT
mode sum, width 1000 nm: 1.5000 kT
mode sum, 1000 x 1000 nm: 2.0000 kT
injection velocity 2.406e+07 cm/s
film electron density at plane 1.128e+10 1/cm2
film current 2.175 uA/um
power above band edge 0.0843 uW/um
heat per electron from source 0.1388 eV
shifts of the mean energy by neglected effects:
1D degeneracy +0.52 %
2D degeneracy +0.37 %
3D degeneracy +0.26 %
2D nonparabolicity +1.18 %
3D nonparabolicity +2.92 %
film subband spacing 0.231 eV
2D second subband +0.09 %
wire subband spacing 0.207 eV
1D next subband pair +0.54 %
barrier-top hbar*omega 28.1 meV
longitudinal mean with tunnelling 0.900 kT
1D tunnelling -10.0 %
2D tunnelling -6.7 %
3D tunnelling -5.0 %
mean free path 43.0 nm
transmission of kT layer 0.811
1D backscattering, path ~ E: +24.5 %
2D backscattering, path ~ E: +15.6 %
3D backscattering, path ~ E: +11.3 %
```
